# Plasmon dispersion of the electron gas through fourth order in wave number: a program that tests the result

```python
"""
Small-q plasmon of the uniform electron gas in the random-phase approximation.
Result under test (Hartree atomic units):
  w^2 = wp^2 + (3/5) vF^2 q^2 + [1/4 + (12/175) vF^4/wp^2] q^4 + O(q^6)
rs: radius of the sphere holding one electron; kF = vF: Fermi wave number;
n: density; wp: plasma frequency; q: wave number; w: frequency;
Delta = k.q + q^2/2: energy needed to move an electron from k to k+q;
chi0: Lindhard function; edge = vF q + q^2/2: top of the pair continuum.
The plasmon is the root of 1 - (4 pi/q^2) chi0(q, w) = 0 above the edge.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)


def gas(rs):
    density = 3 / (4 * np.pi * rs**3)
    fermi = (3 * np.pi**2 * density) ** (1 / 3)
    return density, fermi, np.sqrt(4 * np.pi * density)


def continuum_edge(q, kF):
    return kF * q + q**2 / 2


def chi0(q, w, kF):
    """Integral over the Fermi sphere, cut into discs of constant kz."""
    kz = kF * NODES
    delta = kz * q + q**2 / 2
    integrand = (kF**2 - kz**2) * 2 * delta / (w**2 - delta**2)
    return kF * np.sum(WEIGHTS * integrand) / (4 * np.pi**2)


def screening(q, w, kF):
    return 4 * np.pi / q**2 * chi0(q, w, kF)


def plasmon(q, rs):
    _, kF, wp = gas(rs)
    edge = continuum_edge(q, kF)
    upper = 1.001 * np.sqrt(wp**2 + edge**2)
    return brentq(lambda w: screening(q, w, kF) - 1,
                  edge * (1 + 1e-12), upper, xtol=1e-15, rtol=1e-15)


def coefficients(rs):
    _, vF, wp = gas(rs)
    A = 3 * vF**2 / 5
    B = 1 / 4 + 12 * vF**4 / (175 * wp**2)
    b = 1 / (8 * wp) - 3 * vF**4 / (280 * wp**3)
    return A, B, b


rs = 2.0
n, kF, wp = gas(rs)
A, B, b = coefficients(rs)

# Original definition, and its occupied-to-empty form, summed on a k grid.
q_test, w_test = 0.4, 0.7
n_perp, n_z = 1500, 3000
dp = kF / n_perp
dz = (2 * kF + q_test) / n_z
p = ((np.arange(n_perp) + 0.5) * dp)[:, None]
z = (-kF - q_test + (np.arange(n_z) + 0.5) * dz)[None, :]
occ = p**2 + z**2 < kF**2
occ_shifted = p**2 + (z + q_test) ** 2 < kF**2
delta = z * q_test + q_test**2 / 2
measure = 2 / (2 * np.pi) ** 3 * 2 * np.pi * p * dp * dz
chi_definition = np.sum(measure * (occ.astype(float) - occ_shifted)
                        / (w_test - delta))
allowed = occ & ~occ_shifted
chi_pairs = np.sum(measure * allowed * 2 * delta / (w_test**2 - delta**2))
chi_sphere = chi0(q_test, w_test, kF)
assert abs(chi_definition / chi_sphere - 1) < 2e-3  # step-function grid error
assert abs(chi_pairs / chi_sphere - 1) < 2e-3
assert np.all(np.broadcast_to(delta, allowed.shape)[allowed] > 0)

# Above the continuum the response is positive and falls with frequency.
w_grid = np.linspace(1.001 * continuum_edge(q_test, kF), 3.0, 200)
response = np.array([chi0(q_test, w, kF) for w in w_grid])
assert np.all(response > 0) and np.all(np.diff(response) < 0)

# Fermi-sphere moments by symbolic integration in spherical coordinates.
K, Q, k, c = sp.symbols("K Q k c", positive=True)


def moment(power):
    poly = sp.expand((k * Q * c + Q**2 / 2) ** power * k**2)
    inner = sp.integrate(poly, (c, -1, 1))
    return sp.expand(sp.integrate(inner, (k, 0, K)) * 3 / (2 * K**3))


assert sp.expand(moment(1) - Q**2 / 2) == 0
assert sp.expand(moment(3) - 3 * K**2 * Q**4 / 10 - Q**6 / 8) == 0
assert sp.expand(moment(5) - 3 * K**4 * Q**6 / 14
                 - K**2 * Q**8 / 4 - Q**10 / 32) == 0
assert min(m[0] for m in sp.Poly(moment(7), Q).monoms()) == 8


# Remainder of the fixed-frequency expansion must scale as q^8.
def chi_expanded(q, w):
    return n * q**2 / w**2 * (1 + 3 * kF**2 * q**2 / (5 * w**2)
                              + q**4 / (4 * w**2)
                              + 3 * kF**4 * q**4 / (7 * w**4))


rest = [chi0(q, w_test, kF) - chi_expanded(q, w_test) for q in (0.1, 0.05)]
chi_order = np.log2(rest[0] / rest[1])
assert abs(chi_order - 8) < 0.15  # next order in q^2 shifts the estimate


# The frequency series converges above the edge and diverges below it.
def series_terms(q, w, count):
    kz = kF * NODES
    d = kz * q + q**2 / 2
    weight = kF * WEIGHTS * (kF**2 - kz**2) / (4 * np.pi**2)
    return np.array([np.sum(weight * 2 * d / w**2 * (d / w) ** (2 * j))
                     for j in range(count)])


assert abs(series_terms(q_test, w_test, 60).sum() / chi_sphere - 1) < 1e-10
below = series_terms(q_test, 0.4, 80)
assert 0.4 < continuum_edge(q_test, kF) and below[-1] > 100 * below[0]

# Coefficients extracted from numerical roots, extrapolated to q = 0.
fits = []
for rs_fit in (0.2, 1.0, 2.0, 5.0):
    _, v, w0 = gas(rs_fit)
    A_f, B_f, b_f = coefficients(rs_fit)
    q1 = 0.04 * w0 / v
    q_pair = np.array([q1, 2 * q1])
    w_pair = np.array([plasmon(q, rs_fit) for q in q_pair])

    def limit(values):
        return (4 * values[0] - values[1]) / 3

    A_num = limit((w_pair**2 - w0**2) / q_pair**2)
    B_num = limit((w_pair**2 - w0**2 - A_f * q_pair**2) / q_pair**4)
    b_num = limit((w_pair - w0 - A_f / (2 * w0) * q_pair**2) / q_pair**4)
    assert abs(A_num / A_f - 1) < 1e-4
    assert abs(B_num / B_f - 1) < 1e-3
    assert abs(b_num / b_f - 1) < 2e-3
    fits.append((rs_fit, B_num, B_f, b_num, b_f))
assert fits[0][3] < 0 < fits[1][3]
rs_sign = brentq(lambda r: coefficients(r)[2], 0.1, 1.0)

# Setting w = wp on the right-hand side gives a wrong quartic coefficient.
B_naive = 1 / 4 + 3 * kF**4 / (7 * wp**2)
assert abs(B_naive - fits[2][1]) > 0.5


# Order of the errors of the two dispersion formulas.
def squared_errors(q):
    exact = plasmon(q, rs) ** 2
    quad = wp**2 + A * q**2
    return np.array([exact - quad, exact - quad - B * q**4])


orders = np.log2(squared_errors(0.1) / squared_errors(0.05))
assert abs(orders[0] - 4) < 0.15 and abs(orders[1] - 6) < 0.15

# Wave number at which the plasmon reaches the pair continuum.
q_c = brentq(lambda q: screening(q, continuum_edge(q, kF), kF) - 1, 0.1, 1.5)
w_c = continuum_edge(q_c, kF)
q_near = 0.99 * q_c
assert plasmon(q_near, rs) > continuum_edge(q_near, kF)
q_past = 1.01 * q_c
assert screening(q_past, continuum_edge(q_past, kF), kF) < 1

print(f"rs = {rs:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"kF = vF = {kF:.6f} atomic units")
print(f"wp = {wp:.6f} hartree = {wp * HARTREE_EV:.3f} eV")
print(f"wp^2 = {wp**2:.6f} hartree^2")
print(f"A, coefficient of q^2 in w^2 = {A:.6f} atomic units")
print(f"B, coefficient of q^4 in w^2 = {B:.6f} atomic units")
print(f"  part of B from vF^4/wp^2 = {B - 0.25:.6f} atomic units")
print(f"  wrong B from setting w = wp = {B_naive:.6f} atomic units")
print(f"coefficient of q^2 in w = {A / (2 * wp):.6f} atomic units")
print(f"coefficient of q^4 in w = {b:.6f} atomic units")
print(f"q^4 coefficient of w vanishes at rs = {rs_sign:.4f} bohr")
q_ex = 0.3
w_ex = plasmon(q_ex, rs)
print(f"at q = {q_ex} bohr^-1: A q^2 = {A * q_ex**2:.6f} hartree^2")
print(f"at q = {q_ex} bohr^-1: B q^4 = {B * q_ex**4:.6f} hartree^2")
print(f"at q = {q_ex} bohr^-1: numerical RPA w = {w_ex:.6f} hartree"
      f" = {w_ex * HARTREE_EV:.3f} eV")
print("q (bohr^-1); w in hartree: numerical RPA, quadratic, quartic; edge")
for q in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
    w_num = plasmon(q, rs)
    w_quad = np.sqrt(wp**2 + A * q**2)
    w_quart = np.sqrt(wp**2 + A * q**2 + B * q**4)
    assert abs(w_quart - w_num) < abs(w_quad - w_num)
    print(f"{q:.1f}  {w_num:.6f}  {w_quad:.6f}  {w_quart:.6f}"
          f"  {continuum_edge(q, kF):.6f}")
print(f"plasmon meets continuum at q = {q_c:.5f} bohr^-1")
print(f"frequency there = {w_c:.5f} hartree")
print("rs (bohr); B from roots, B formula; q^4 coeff. of w: roots, formula")
for r, B_num, B_f, b_num, b_f in fits:
    print(f"{r:.1f}  {B_num:.5f}  {B_f:.5f}  {b_num:.6f}  {b_f:.6f}")
print(f"chi0 at q = 0.4, w = 0.7: k-grid sum {chi_definition:.6f},"
      f" sphere integral {chi_sphere:.6f} atomic units")
print(f"observed order of chi0 remainder = {chi_order:.3f} (power of q)")
print(f"observed error orders in w^2: quadratic {orders[0]:.3f},"
      f" quartic {orders[1]:.3f} (powers of q)")
print("all assertions hold")
```

Printed output:

```
rs = 2.0 bohr
density n = 0.029842 bohr^-3
kF = vF = 0.959579 atomic units
wp = 0.612372 hartree = 16.664 eV
wp^2 = 0.375000 hartree^2
A, coefficient of q^2 in w^2 = 0.552475 atomic units
B, coefficient of q^4 in w^2 = 0.405037 atomic units
  part of B from vF^4/wp^2 = 0.155037 atomic units
  wrong B from setting w = wp = 1.218981 atomic units
coefficient of q^2 in w = 0.451094 atomic units
coefficient of q^4 in w = 0.164566 atomic units
q^4 coefficient of w vanishes at rs = 0.3876 bohr
at q = 0.3 bohr^-1: A q^2 = 0.049723 hartree^2
at q = 0.3 bohr^-1: B q^4 = 0.003281 hartree^2
at q = 0.3 bohr^-1: numerical RPA w = 0.654497 hartree = 17.810 eV
q (bohr^-1); w in hartree: numerical RPA, quadratic, quartic; edge
0.1  0.616900  0.616867  0.616900  0.100958
0.2  0.630696  0.630158  0.630672  0.211916
0.3  0.654497  0.651708  0.654220  0.332874
0.4  0.689883  0.680732  0.688306  0.463832
0.5  0.739934  0.716323  0.733780  0.604790
0.6  0.810577  0.757556  0.791444  0.755747
plasmon meets continuum at q = 0.69957 bohr^-1
frequency there = 0.91600 hartree
rs (bohr); B from roots, B formula; q^4 coeff. of w: roots, formula
0.2  1.80037  1.80037  -0.006055  -0.006055
1.0  0.56007  0.56007  0.044197  0.044197
2.0  0.40504  0.40504  0.164565  0.164566
5.0  0.31201  0.31201  0.744324  0.744324
chi0 at q = 0.4, w = 0.7: k-grid sum 0.012265, sphere integral 0.012265 atomic units
observed order of chi0 remainder = 8.024 (power of q)
observed error orders in w^2: quadratic 4.012, quartic 6.010 (powers of q)
all assertions hold
```
